# Why low-voltage impact ionisation can increase with lattice temperature

## A source with one direction of motion

Take electrons that leave a source in one dimension, without collisions, and fall through an energy drop $W$. At the top of the source barrier they have kinetic energies $\varepsilon$, distributed at the lattice temperature $T$ as

$$p_1(\varepsilon)=\frac{1}{kT}e^{-\varepsilon/kT}.$$

In a static potential the sum of kinetic and potential energy is conserved, so each electron arrives with $E=W+\varepsilon$. Suppose that ionisation needs $E>E_{th}$ and that $W$ is smaller than $E_{th}$ by $\Delta=E_{th}-W$. The fraction able to ionise is

$$\int_\Delta^\infty p_1\,d\varepsilon=e^{-\Delta/kT}.$$

The applied voltage supplies most of the threshold energy, and the source's thermal tail supplies the rest. For $\Delta=0.170$ eV, $\Delta/kT$ is 6.576 at 300 K and 4.932 at 400 K. The fraction rises from $1.39\times10^{-3}$ to $7.21\times10^{-3}$, a factor of 5.2. The acceleration has shifted the thermal distribution upwards in energy without changing the slope of its tail.

## What the voltage contributes

Let the source band edge be the zero of potential energy. The barrier top lies at $\Phi$ and the drain band edge at $-qV_d$, if the two edges are aligned at zero bias and resistive drops are neglected. The fall from barrier top to drain is therefore

$$W=qV_d+\Phi .$$

Above $W$, the arriving tail varies as

$$e^{-(E-qV_d)/kT}=e^{-\Phi/kT}\,e^{-(E-W)/kT}.$$

The factor $e^{-\Phi/kT}$ multiplies the whole injected current as well as its tail, so it cancels from the ionisation yield per injected electron. That yield is governed by $W$, not by $qV_d$ alone.

The example is a silicon n-channel transistor in its on state, with rough typical values $V_d=0.90$ V, $\Phi=0.05$ eV and $E_{th}=1.12$ eV. Then $W=0.95$ eV and $\Delta=0.17$ eV. In the temperature comparisons $V_d$, $\Phi$ and, until gap narrowing is added, $E_{th}$ are held fixed.

## What the thermal tail contributes

A real source injects electrons in three dimensions. Assume an isotropic parabolic band at the barrier top and a non-degenerate source. The number crossing the barrier per unit time is weighted by the forward velocity $v_x=v\cos\theta$:

$$v_x e^{-mv^2/2kT}d^3v\ \propto\ v^3e^{-mv^2/2kT}dv\ \propto\ \varepsilon e^{-\varepsilon/kT}d\varepsilon .$$

The first step uses $d^3v=v^2\,dv\,d\Omega$, the angular integral being a constant. The second uses $v^2=2\varepsilon/m$ and $v\,dv=d\varepsilon/m$. Since $\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=(kT)^2$, the normalised distribution is

$$p(\varepsilon)=\frac{\varepsilon}{(kT)^2}e^{-\varepsilon/kT}.$$

Let the ionisation rate grow as $[(E-E_{th})/E_{th}]^2$ above threshold. Ionisation is taken to be too rare to disturb the distribution. The rate coefficient and the time available for ionisation are combined in a temperature-independent factor $A$. The yield per electron is then

$$\frac{M}{A}=\int_\Delta^\infty p(\varepsilon)\left(\frac{\varepsilon-\Delta}{E_{th}}\right)^2d\varepsilon .$$

Put $x=\Delta/kT$ and $\varepsilon=kT(x+s)$. Then $p\,d\varepsilon=(x+s)e^{-(x+s)}ds$ and $\varepsilon-\Delta=kTs$, so

$$\frac{M}{A}=\left(\frac{kT}{E_{th}}\right)^2e^{-x}\int_0^\infty(xs^2+s^3)e^{-s}ds
=\left(\frac{kT}{E_{th}}\right)^2(6+2x)e^{-x},$$

because the integrals of $s^2e^{-s}$ and $s^3e^{-s}$ are 2 and 6.

At 300 K, $kT=0.02585$ eV and

$$\frac{M}{A}=\left(\frac{0.02585}{1.12}\right)^2(6+13.152)e^{-6.576}=1.42\times10^{-5}.$$

At 400 K, $kT=0.03447$ eV and the result is $1.08\times10^{-4}$. The ratio of 7.6 has three parts: $(4/3)^2=1.78$ from the square of $kT$, $15.86/19.15=0.83$ from the bracket, and 5.18 from the exponential. Most of the rise comes from the exponential.

The apparent activation energy follows from

$$\ln M=\text{constant}+2\ln T+\ln(3+x)-x .$$

With $\Delta$ fixed, $dx/dT=-x/T$, and hence

$$T\frac{d\ln M}{dT}=2-\frac{x}{3+x}+x .$$

Multiplying by $kT$, and using $kTx=\Delta$, gives

$$kT^2\frac{d\ln M}{dT}=\Delta+kT\left(2-\frac{x}{3+x}\right).$$

Since $x/(3+x)$ runs from 0 at threshold towards 1 far below it, the activation energy lies between $\Delta+kT$ and $\Delta+2kT$. In the example it is 0.204 eV at 300 K, of which 0.170 eV is the missing energy.

## What remains once the voltage suffices

If $W$ exceeds $E_{th}$ by $D=W-E_{th}$, every electron can ionise. With $u=\varepsilon/kT$ and $d=D/kT$,

$$\frac{M}{A}=\left(\frac{kT}{E_{th}}\right)^2\int_0^\infty u(u+d)^2e^{-u}du .$$

Expanding the square gives integrals of $u^3$, $2du^2$ and $d^2u$, equal to 6, $4d$ and $d^2$. Thus

$$\frac{M}{A}=\frac{6(kT)^2+4kTD+D^2}{E_{th}^2}.$$

At $D=0$ this joins the earlier formula at $x=0$. For $D\gg kT$ the thermal part is a correction of relative size $4kT/D$, and the strong activation has gone. At 2.5 V, where $D=1.43$ eV, heating from 300 to 400 K raises the ballistic yield by 2.4%.

The rise is small but still positive, for a general reason. Write $E=W+kTu$. The distribution of $u$, which is $ue^{-u}$, does not depend on temperature, so heating raises the energy belonging to each value of $u$. If the ionisation rate increases with energy, the average yield must increase too. With $W$, $A$ and the rate law fixed, ballistic flight from this source therefore cannot make ionisation fall with temperature. A fall needs another process.

## What gap narrowing contributes

The silicon gap shrinks on heating. Let the threshold follow it, with a rough slope of $-0.25$ meV/K. At fixed $W$ and $T$, $\partial x/\partial E_{th}=1/kT$, so

$$\frac{\partial\ln M}{\partial E_{th}}=-\frac{2}{E_{th}}-\frac{1}{kT}\left(1-\frac{1}{3+x}\right).$$

Multiplication by $dE_{th}/dT$ gives the added logarithmic slope:

$$-\frac{dE_{th}}{dT}\left[\frac{1}{kT}\left(1-\frac{1}{3+x}\right)+\frac{2}{E_{th}}\right]=0.0091\ \mathrm{K^{-1}}.$$

The thermal tail alone gives $0.0263\ \mathrm{K^{-1}}$ at 300 K. Gap narrowing is thus about a quarter of the combined slope. Over 100 K it nearly doubles the yield ratio, from 7.6 to 15. A measured activation energy would therefore overstate $\Delta$ if all of it were assigned to the source tail.

## What phonons do to the tail

Collisions might be expected to erase the memory of the source. The steady Boltzmann equation shows what they can and cannot do. Let $f(p)$ be the occupation of a state with momentum $p$, let $H$ be the total energy measured from the barrier top, and let $R(p\to p')$ be the scattering rate. Along a collisionless trajectory,

$$\frac{df}{dt}=\sum_{p'}\left[R(p'\to p)f(p')-R(p\to p')f(p)\right].$$

Occupations are assumed small, so Pauli blocking is absent. Phonons at the lattice temperature obey detailed balance:

$$R(p'\to p)e^{-H'/kT}=R(p\to p')e^{-H/kT}.$$

Now write $f=e^{-H/kT}h$. Between collisions $H$ is constant, so the exponential passes through the derivative. Detailed balance turns the incoming term into $e^{-H/kT}R(p\to p')h(p')$. Cancelling the common exponential leaves

$$\frac{dh}{dt}=\sum_{p'}R(p\to p')\left[h(p')-h(p)\right].$$

Each collision term pulls $h$ towards an average of its values in other states. If every path traced backwards ends at a contact, $h$ is an average of the contact values. These are 1 at the source and $e^{-qV_d/kT}$ at the drain, so $0\le h\le1$. In the drain $H=E-W$, and therefore

$$f\le e^{-(E-W)/kT}.$$

Phonon scattering cannot lift the occupation above the ballistic Boltzmann factor. This bounds the occupation, not the yield per electron, because scattering also reduces the current and adds backward-moving electrons, which can ionise too.

The local slope may change. Defining a tail temperature by $1/kT_{tail}=-d\ln f/dH$ gives

$$\frac{1}{kT_{tail}}=\frac{1}{kT}-\frac{d\ln h}{dH}.$$

Where $h$ increases with energy, the tail looks hotter than the lattice.

A small transport model gives the size of this effect. It has one transverse mode, a 40 nm channel with a uniform field, and a 100 nm field-free drain. Each collision emits or absorbs one 60 meV phonon and randomises the direction. The coupling is constant, and the mean free path is 8.0 nm at 300 K and 6.8 nm at 400 K. Ionisation per unit path is given the same quadratic energy dependence and summed along the channel and drain.

At 0.9 V and 300 K, $h$ for forward-moving electrons near threshold at the channel end is about 0.10 on the 2 nm grid used. The tail temperature there is 351 K. Higher up, at $H=0.81$ eV, it is 305 K. The grid error matters near threshold: without it, $h$ would be about 0.08 and the tail temperature about 360 K. The tail is depleted, but it approaches the lattice slope. The depletion matters for the size of the effect: over the same channel and drain, scattering cuts the yield per electron at 0.9 V and 300 K to about 3% of its ballistic value.

## Phonons against the thermal gain

The yield ratios between 400 and 300 K, at fixed threshold, are:

| $V_d$ (V) | ballistic, three-dimensional | with phonons, one mode |
|---:|---:|---:|
| 0.7 | 50 | 66 |
| 0.9 | 7.6 | 10.3 |
| 1.1 | 1.52 | 2.13 |
| 1.4 | 1.10 | 1.08 |
| 1.8 | 1.05 | 0.97 |
| 2.5 | 1.02 | 0.96 |

The phonon column was computed on the 2 nm grid. Without grid error its entries would be lower by about 0.02 at 1.4 V and above, by about 0.07 at 0.9 V and by about 0.7 at 0.7 V; the entry at 1.1 V would be slightly higher, by a few hundredths. The columns differ in dimension as well as in scattering. The like-for-like ballistic value for one mode at 0.9 V is 9.1 on the same energy grid (9.2 without grid error), so phonons slightly strengthen the relative rise there. A possible reason is that phonon absorption also helps electrons reach threshold: the phonon number grows from 0.11 to 0.21. The calculation does not isolate that contribution.

At high voltage and fixed threshold the trend reverses, between 1.4 and 1.8 V in this model. The 1.7 V in the output is a straight-line interpolation of the logarithm between those two points; the curve bends there, and with closer points and no grid error the crossing lies near 1.5 V. Ballistic flight cannot cause the fall, and the threshold is fixed, so it comes from the phonons. An energy balance suggests how. Let $\kappa$ be the coupling per unit path and $N$ the phonon number. Emission occurs at $\kappa(N+1)$ and absorption at $\kappa N$ when both are allowed. Their difference is $\kappa$, whatever the temperature. Since the mean free path is $1/[\kappa(2N+1)]$, $\kappa=0.103\ \mathrm{nm^{-1}}$, and the net loss is 6.2 meV per nm of path.

Heating by 100 K adds 8.6 meV to the mean injected energy in one mode. An extra 1.4 nm of path cancels that gain. More frequent collisions lengthen the path by more than this. At 1.8 V the mean path to first arrival at the drain, for electrons that reach it, is about 100 nm and grows by about 8 nm in this model. Their mean energy on arrival falls by about 39 meV. At 0.9 V it falls too, by about 20 meV, yet the yield rises, because there it comes from the rare electrons in the tail, which the mean does not describe.

## Other contributions, and a real transistor

Changing one assumption at a time in the ballistic model at 0.9 V moves the ratio of 7.6 as follows:

- Injection from a two-dimensional layer gives 8.4.
- A source Fermi level fixed 0.05 eV above the barrier top gives 6.4. A heavily doped silicon source is in this regime, so the non-degenerate form is only approximate for $\Phi=0.05$ eV. For a parabolic band at $10^{20}\ \mathrm{cm^{-3}}$ the Fermi level lies about 0.06 eV above the band edge, which is above the barrier top. At fixed doping the ratio is about 7.1 for $10^{20}\ \mathrm{cm^{-3}}$ and 5.8 for $2\times10^{20}\ \mathrm{cm^{-3}}$.
- Setting $\Phi=0$ gives 12, because the missing energy becomes 0.22 eV. Raising the threshold by 0.05 eV has the same effect, since at fixed threshold the ratio depends on $\Delta$ and the temperatures alone.

Electron-electron collisions can create a tail that does not rely on source heat. Suppose two electrons at $W$ share $2W=1.90$ eV uniformly. The yield for each is

$$\frac{M_{ee}}{A}=\frac{1}{2W}\int_{E_{th}}^{2W}\left(\frac{E-E_{th}}{E_{th}}\right)^2dE=\frac{(2W-E_{th})^3}{6WE_{th}^2}=0.066 .$$

If a fraction $2.1\times10^{-4}$ of the electrons took part, this would equal the thermal-tail yield at 300 K. With the same fraction at 400 K, the total would rise by a factor of $(7.6+1)/2=4.3$ instead of 7.6. How many electrons do take part depends on the hot-electron density, which is not calculated here.

The ballistic assumption is not met over the 40 nm channel. That length is five mean free paths at 300 K, and a fraction of order $e^{-5}$, under 1%, would cross it unscattered. In the one-mode model, scattering in the channel and drain together changes the ratio from 9.1 to 10.3. Scattering in the channel alone would leave it near 9, so the rise depends on collisions in the drain. Silicon's full band structure and gradual threshold are left out, so the reversal voltage is not a device prediction. A measured ionisation current also contains the drain current, which has its own temperature dependence, and at fixed gate voltage $\Phi$ need not stay constant.

For reliability work the model gives a conditional warning. In this model the reversal is small enough for gap narrowing to undo it. If the threshold falls by 25 meV between 300 and 400 K, as in the gap-narrowing estimate, the yield with phonons rises by about 13% at 1.8 V and 5% at 2.5 V. Part of this comes from the $1/E_{th}^2$ in the rate law at fixed $A$; with that denominator held fixed the rises are about 8% and under 1%, so at 2.5 V the two effects nearly cancel. This balance belongs to the one-phonon model. Measured silicon ionisation at high voltage commonly does fall on heating, so the model should not be used for the sign there. The size of the temperature effect still differs greatly: it is weak at these voltages and strong below threshold. A temperature factor for the ionisation yield found under high-voltage stress should therefore not be carried over to low-voltage use. Whether device damage follows that yield is a separate question. The numerical output below gives most of the values behind these comparisons.

## Table of computed values

```
drain voltage Vd = 0.90 V, barrier = 0.05 eV
energy drop W = 0.95 eV, threshold = 1.12 eV
missing energy Eth-W = 0.170 eV
T = 300 K: kT = 0.02585 eV, x = 6.576
  ballistic yield M/A = 1.4220e-05
  activation energy = 0.2040 eV
T = 400 K: kT = 0.03447 eV, x = 4.932
  ballistic yield M/A = 1.0838e-04
  activation energy = 0.2175 eV
activation at 300 K, finite difference = 0.2040 eV
largest trajectory energy error = 6.1e-08 eV
largest closed-yield relative error = 4.2e-06
ballistic yield ratio 400 K / 300 K:
  Vd = 0.7 V: 50.496
  Vd = 0.9 V: 7.622
  Vd = 1.1 V: 1.518
  Vd = 1.4 V: 1.099
  Vd = 1.8 V: 1.046
  Vd = 2.5 V: 1.024
effects on the ratio 400 K / 300 K at Vd = 0.9 V:
  gap slope used = -0.25 meV/K
  with gap narrowing: 14.96
  two-dimensional source: 8.36
  Fermi level 0.05 eV above barrier top: 6.40
  barrier height set to zero: 12.16
log-slope at 300 K, fixed threshold = 0.02630 1/K
log-slope added by gap narrowing = 0.00911 1/K
yield/A after uniform energy sharing = 0.0664
sharing fraction equal to thermal tail at 300 K = 2.14e-04
ladder: channel 40 nm, drain 100 nm, phonon 60 meV
  T = 300 K: phonon number 0.1089, mean free path 8.00 nm
  T = 400 K: phonon number 0.2127, mean free path 6.83 nm
  equilibrium relative error = 2.6e-14
  ballistic-limit relative error = 0.024
  largest h = f exp(H/kT) under bias = 0.9916
  h at channel end near threshold = 0.1014
  tail temperature near threshold = 351.2 K
  tail temperature at H = 0.81 eV: 305.0 K
  ballistic single-mode ratio, Vd = 0.9 V: 9.146
ladder yield ratio 400 K / 300 K, with phonons:
  Vd = 0.7 V: 66.236
  Vd = 0.9 V: 10.253
  Vd = 1.1 V: 2.132
  Vd = 1.4 V: 1.077
  Vd = 1.8 V: 0.972
  Vd = 2.5 V: 0.959
  Vd = 0.9 V on the finer grid: 10.189
  trend reverses near Vd = 1.7 V (interpolated)
```
